# Bethe-ansatz tabulation of LDA correlation for one-dimensional contact fermions: test program

```python
"""
LDA correlation energy of the repulsive spin-1/2 contact gas in one dimension.
H = -1/2 sum d^2/dx^2 + g sum delta(x_i-x_j), hbar = m = 1, equal spin numbers.
n = total density, gamma = g/n, energy per particle = n^2 e(gamma).
Correlation: eps_c = eps - pi^2 n^2/24 - g n/4.
Claims: eps_c -> -g^2/24 for small gamma, and
eps -> (pi^2 n^2/6)/(1 + 2 ln2/gamma)^2 for large gamma.
Momentum density rho on [-Q,Q]: rho = 1/(2 pi) + integral R rho.
Scaled variables use Q = 1 and alpha = g/Q.
Table variable: t = g/(6n+g), eps_c = -g^2 n s(t)/(4(6n+g)).
"""
from collections import defaultdict
from functools import lru_cache
from itertools import combinations

import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq, root
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import eigsh
from scipy.special import digamma, zeta

PI = np.pi
LN2 = np.log(2.0)


@lru_cache(maxsize=None)
def gauss(points):
    return np.polynomial.legendre.leggauss(points)


def kernel(x, c):
    z = 0.5j * np.asarray(x) / c
    return (digamma(1 + z) - digamma(0.5 + z)).real / (2 * PI * c)


def solve_scaled(alpha, points):
    """Density, energy density and chemical potential with Q = 1."""
    k, w = gauss(points)
    matrix = np.eye(points) - kernel(k[:, None] - k[None, :], alpha) * w
    sources = np.column_stack([np.ones(points), k**2 / 2])
    dressed = np.linalg.solve(matrix, sources)
    rho = dressed[:, 0] / (2 * PI)
    edge = np.array([1.0, 0.5]) + (kernel(1 - k, alpha) * w) @ dressed
    return w @ rho, w @ (rho * k**2 / 2), edge[1] / edge[0]


def gas(gamma, extra=0):
    """alpha, eps/n^2 and mu/n^2 at the prescribed gamma."""
    points = 40 + int(32 / gamma) + extra

    def mismatch(alpha):
        return alpha / solve_scaled(alpha, points)[0] - gamma

    alpha = brentq(mismatch, gamma / PI, 2 * gamma / PI)
    density, energy, mu = solve_scaled(alpha, points)
    return alpha, energy / density**3, mu / density**2


def correlation(gamma, energy):
    return energy - PI**2 / 24 - gamma / 4


def finite_bethe_energy(number, gamma):
    """Total energy of a finite balanced closed-shell ring with n = 1."""
    down = number // 2
    quantum_k = np.arange(number) - (number - 1) / 2
    quantum_l = np.arange(down) - (down - 1) / 2
    couplings = np.geomspace(16.0, gamma, 7)
    k = 2 * PI * quantum_k / number
    lam = 2 * couplings[0] / PI * np.arctanh(np.tan(PI * quantum_l / number))
    previous = couplings[0]
    for c in couplings:
        def residual(v, c=c):
            kk, ll = v[:number], v[number:]
            cross = 2 * np.arctan(2 * (kk[:, None] - ll[None, :]) / c)
            spin = 2 * np.arctan((ll[:, None] - ll[None, :]) / c)
            first = kk * number - 2 * PI * quantum_k + cross.sum(axis=1)
            second = -cross.sum(axis=0) - 2 * PI * quantum_l - spin.sum(axis=1)
            return np.concatenate([first, second])

        guess = np.concatenate([k, lam * c / previous])
        answer = root(residual, guess, tol=1e-12).x
        assert np.max(np.abs(residual(answer))) < 1e-8
        k, lam, previous = answer[:number], answer[number:], c
    return np.sum(k**2) / 2


def plane_wave_energy(cutoff, coupling, length):
    """Two up and two down fermions, antiperiodic ring, zero momentum."""
    labels = range(-(2 * cutoff - 1), 2 * cutoff, 2)
    pairs = list(combinations(labels, 2))
    by_sum = defaultdict(list)
    hops = {}
    for pair in pairs:
        by_sum[sum(pair)].append(pair)
        moves = defaultdict(list)
        for slot in (0, 1):
            other = pair[1 - slot]
            for new in labels:
                if new != other:
                    trial = (new, other) if slot == 0 else (other, new)
                    sign = 1 if trial[0] < trial[1] else -1
                    moves[new - pair[slot]].append((tuple(sorted(trial)), sign))
        hops[pair] = moves
    states = [(u, d) for u in pairs for d in by_sum[-sum(u)]]
    index = {state: i for i, state in enumerate(states)}
    kinetic = np.array([sum(m * m for m in u + d) for u, d in states])
    kinetic = kinetic * (PI / length)**2 / 2
    rows, columns, values = [], [], []
    for column, (u, d) in enumerate(states):
        rows.append(column)
        columns.append(column)
        values.append(kinetic[column])
        for transfer, up_moves in hops[u].items():
            down_moves = hops[d].get(-transfer, ())
            for new_u, sign_u in up_moves:
                for new_d, sign_d in down_moves:
                    rows.append(index[new_u, new_d])
                    columns.append(column)
                    values.append(sign_u * sign_d * coupling / length)
    size = len(states)
    hamiltonian = coo_matrix((values, (rows, columns)), shape=(size, size)).tocsr()
    start = np.exp(-(kinetic - kinetic.min()))
    return eigsh(hamiltonian, k=1, which="SA", v0=start, ncv=40,
                 tol=1e-10, return_eigenvectors=False)[0]


def second_order_ring(per_spin, cutoff=20000):
    """Second-order energy per particle divided by g^2, explicit sum."""
    half = (per_spin - 1) // 2
    m3 = np.arange(-cutoff, cutoff + 1)
    total = 0.0
    for m1 in range(-half, half + 1):
        for m2 in range(-half, half + 1):
            m4 = m1 + m2 - m3
            free = (np.abs(m3) > half) & (np.abs(m4) > half)
            gap = (m3[free]**2 + m4[free]**2 - m1**2 - m2**2) / 2
            total += np.sum(1 / gap) + 2 / (cutoff + 0.5)
    return -total / (4 * PI**2 * 2 * per_spin)


# The microscopic Hamiltonian against the nested Bethe equations.
cutoffs = np.array([6, 8, 11, 14])
levels = np.array([plane_wave_energy(int(m), 2.0, 4.0) for m in cutoffs])
diagonalized = np.linalg.solve(np.vander(1 / cutoffs, 4), levels)[-1]
bethe_four = finite_bethe_energy(4, 2.0)
# The tolerance covers the extrapolation of the slowly decaying cutoff error.
assert abs(diagonalized - bethe_four) < 3e-3

# Large finite rings against the integral equation.
alpha2, energy2, mu2 = gas(2.0)
ring34 = finite_bethe_energy(34, 2.0) / 34
ring66 = finite_bethe_energy(66, 2.0) / 66
ring_limit = (66**2 * ring66 - 34**2 * ring34) / (66**2 - 34**2)
# Spin excitations leave small logarithmic finite-size corrections.
assert abs(ring_limit - energy2) < 5e-5

# Closed kernel against its Fourier integral.
for x in (0.0, 0.7, 3.0):
    fourier = quad(lambda q: np.cos(q * x) / (1 + np.exp(1.3 * q)) / PI,
                   0, 35, epsabs=1e-12, epsrel=1e-12, limit=200)[0]
    assert abs(fourier - kernel(x, 1.3)) < 1e-10

# Elimination of the spin density against the coupled equations.
k, wk = gauss(72)
lam, wl = gauss(400)
reach = 1 + 12 * alpha2
lam, wl = lam * reach, wl * reach


def lorentzian(x, order):
    width = order * alpha2 / 2
    return width / (PI * (width**2 + x**2))


charge_spin = lorentzian(k[:, None] - lam[None, :], 1)
spin_spin = lorentzian(lam[:, None] - lam[None, :], 2)
coupled = np.block([[np.eye(len(k)), -charge_spin * wl],
                    [-charge_spin.T * wk, np.eye(len(lam)) + spin_spin * wl]])
source = np.concatenate([np.full(len(k), 1 / (2 * PI)), np.zeros(len(lam))])
densities = np.linalg.solve(coupled, source)
coupled_n = wk @ densities[:len(k)]
coupled_down = wl @ densities[len(k):]
coupled_e = wk @ (densities[:len(k)] * k**2 / 2) / coupled_n**3
assert abs(coupled_down / coupled_n - 0.5) < 1e-9
assert abs(coupled_e - energy2) < 1e-9

# Convergence of the quadrature, at weak and intermediate coupling.
refinement = max(abs(gas(x, 60)[1] - gas(x)[1]) for x in (0.2, 2.0))
assert refinement < 1e-10

# Weak coupling: explicit perturbation sums and extrapolated Bethe data.
ring_sums = [second_order_ring(number) for number in (3, 11)]
assert max(abs(value + 1 / 24) for value in ring_sums) < 1e-6
weak_gamma = np.array([0.1, 0.2, 0.3, 0.4])
weak_ratio = np.array([correlation(x, gas(x)[1]) / x**2 for x in weak_gamma])
weak_fit = np.linalg.solve(np.vander(weak_gamma, 4), weak_ratio)
weak_limit, weak_slope = weak_fit[-1], weak_fit[-2]
assert abs(weak_limit + 1 / 24) < 1e-5

# Strong coupling: the remainder beyond the constant-kernel result.
strong_gamma = 200.0
strong_energy = gas(strong_gamma)[1]
strong_q = PI / (1 + 2 * LN2 / strong_gamma)
strong_leading = strong_q**2 / 6
curvature = 3 * zeta(3) / (4 * PI * strong_gamma**3)
strong_remainder = strong_energy - strong_leading
predicted_remainder = 16 / 45 * curvature * strong_q**5
assert abs(strong_remainder / predicted_remainder - 1) < 0.01

# Table of the bounded function s, with both exact limits as end points.
nodes = np.linspace(0, 1, 20)
s_values = np.ones_like(nodes)
for i in range(1, len(nodes) - 1):
    x = 6 * nodes[i] / (1 - nodes[i])
    s_values[i] = -24 * correlation(x, gas(x)[1]) * (1 + x / 6) / x**2
spline = CubicSpline(nodes, s_values)


def functional(density, g):
    """Correlation energy per particle and correlation potential."""
    base = 6 * density + g
    t = g / base
    s, slope = spline(t), spline(t, 1)
    energy = -g**2 * density * s / (4 * base)
    potential = -(g**2 / 4) * ((6 * density**2 + 2 * g * density) / base**2 * s
                               - 6 * density**2 * t**2 * slope / (g * base))
    return float(energy), float(potential)


table = []
energy_errors, potential_errors = [], []
for x in (0.1, 0.2, 0.5, 1.0, 2.0, 5.0, 10.0, 20.0, 50.0, 100.0, 200.0):
    _, e, mu = gas(x)
    ec = correlation(x, e)
    vc = mu - PI**2 / 8 - x / 2
    s = -24 * ec * (1 + x / 6) / x**2
    table.append((x, e, ec, ec / x**2, vc, s))
    fit_energy, fit_potential = functional(1.0, x)
    energy_errors.append(abs(fit_energy / ec - 1))
    potential_errors.append(abs(fit_potential / vc - 1))
assert max(energy_errors) < 1e-4
assert max(potential_errors) < 1e-3

# Worked example in atomic units.
n_example, g_example = 0.5, 1.0
gamma_example = g_example / n_example
alpha, e, mu = gas(gamma_example)
total = n_example**2 * e
kinetic_part = PI**2 * n_example**2 / 24
mean_field = g_example * n_example / 4
ec_example = total - kinetic_part - mean_field
vc_example = n_example**2 * mu - PI**2 * n_example**2 / 8 - g_example * n_example / 2
spline_ec, spline_vc = functional(n_example, g_example)
assert abs(spline_ec / ec_example - 1) < 1e-4
assert abs(spline_vc / vc_example - 1) < 1e-3
hartree_ev = physical_constants["Hartree energy in eV"][0]

print("Tests at gamma = 2, n = 1 (energies in hartree)")
print(f"4 fermions, diagonalization, total: {diagonalized:.5f}")
print(f"4 fermions, Bethe equations, total: {bethe_four:.5f}")
print(f"ring of 34, per particle: {ring34:.7f}")
print(f"ring of 66, per particle: {ring66:.7f}")
print(f"rings extrapolated, per particle: {ring_limit:.7f}")
print(f"integral equation, per particle: {energy2:.7f}")
print(f"down-spin fraction, coupled equations: {coupled_down/coupled_n:.9f}")
print(f"largest change on adding 60 nodes: {refinement:.1e}")
print("Weak coupling, eps_c/g^2 (atomic units)")
print(f"perturbation sum, 3 per spin: {ring_sums[0]:.8f}")
print(f"perturbation sum, 11 per spin: {ring_sums[1]:.8f}")
print(f"Bethe data extrapolated to gamma=0: {weak_limit:.8f}")
print(f"-1/24: {-1/24:.8f}")
print(f"fitted slope in gamma: {weak_slope:.5f}")
print("Strong coupling, gamma = 200, eps/n^2 (dimensionless)")
print(f"integral equation: {strong_energy:.9f}")
print(f"constant-kernel formula: {strong_leading:.9f}")
print(f"remainder, computed: {strong_remainder:.4e}")
print(f"remainder, predicted: {predicted_remainder:.4e}")
print(f"infinite-coupling value pi^2/6: {PI**2/6:.9f}")
print("Table (all columns dimensionless)")
print("gamma  eps/n^2  eps_c/n^2  eps_c/g^2  v_c/n^2  s")
for row in table:
    print("{:.1f} {:.7f} {:.7f} {:.7f} {:.7f} {:.5f}".format(*row))
print(f"spline: nodes {len(nodes)}, largest s at nodes {s_values.max():.5f}")
print(f"largest relative energy error of spline: {max(energy_errors):.1e}")
print(f"largest relative potential error: {max(potential_errors):.1e}")
print("Worked example")
print(f"n = {n_example:.2f} bohr^-1, g = {g_example:.2f} hartree bohr")
print(f"gamma = {gamma_example:.2f}, alpha = {alpha:.7f} (dimensionless)")
print(f"Fermi edge Q: {g_example/alpha:.7f} bohr^-1")
print(f"quadrature nodes: {40 + int(32/gamma_example)}")
print(f"total energy per particle: {total:.7f} hartree")
print(f"free kinetic energy per particle: {kinetic_part:.7f} hartree")
print(f"Hartree plus exchange per particle: {mean_field:.7f} hartree")
print(f"correlation per particle: {ec_example:.7f} hartree")
print(f"correlation per particle: {ec_example*hartree_ev:.5f} eV")
print(f"correlation potential: {vc_example:.7f} hartree")
print(f"spline correlation per particle: {spline_ec:.7f} hartree")
print(f"spline correlation potential: {spline_vc:.7f} hartree")
print("every check passed")
```

It prints:

```
Tests at gamma = 2, n = 1 (energies in hartree)
4 fermions, diagonalization, total: 2.71882
4 fermions, Bethe equations, total: 2.71887
ring of 34, per particle: 0.7814272
ring of 66, per particle: 0.7824746
rings extrapolated, per particle: 0.7828530
integral equation, per particle: 0.7828529
down-spin fraction, coupled equations: 0.500000000
largest change on adding 60 nodes: 2.1e-14
Weak coupling, eps_c/g^2 (atomic units)
perturbation sum, 3 per spin: -0.04166667
perturbation sum, 11 per spin: -0.04166667
Bethe data extrapolated to gamma=0: -0.04166657
-1/24: -0.04166667
fitted slope in gamma: 0.00617
Strong coupling, gamma = 200, eps/n^2 (dimensionless)
integral equation: 1.622369130
constant-kernel formula: 1.622365360
remainder, computed: 3.7693e-06
remainder, predicted: 3.7705e-06
infinite-coupling value pi^2/6: 1.644934067
Table (all columns dimensionless)
gamma  eps/n^2  eps_c/n^2  eps_c/g^2  v_c/n^2  s
0.1 0.4358229 -0.0004106 -0.0410588 -0.0004166 1.00184
0.2 0.4596148 -0.0016187 -0.0404687 -0.0016653 1.00362
0.5 0.5265347 -0.0096989 -0.0387954 -0.0103677 1.00868
1.0 0.6249465 -0.0362870 -0.0362870 -0.0409927 1.01604
2.0 0.7828529 -0.1283806 -0.0320951 -0.1582655 1.02704
5.0 1.0697329 -0.5915006 -0.0236600 -0.8552099 1.04104
10.0 1.2838698 -1.6273637 -0.0162736 -2.6566073 1.04151
20.0 1.4413116 -3.9699219 -0.0099248 -7.0891103 1.03218
50.0 1.5575943 -11.3536392 -0.0045415 -21.6443280 1.01729
100.0 1.6002871 -23.8109465 -0.0023811 -46.4765160 1.00958
200.0 1.6223691 -48.7888644 -0.0012197 -96.3889179 1.00505
spline: nodes 20, largest s at nodes 1.04269
largest relative energy error of spline: 5.6e-07
largest relative potential error: 9.8e-07
Worked example
n = 0.50 bohr^-1, g = 1.00 hartree bohr
gamma = 2.00, alpha = 0.9060031 (dimensionless)
Fermi edge Q: 1.1037490 bohr^-1
quadrature nodes: 56
total energy per particle: 0.1957132 hartree
free kinetic energy per particle: 0.1028084 hartree
Hartree plus exchange per particle: 0.1250000 hartree
correlation per particle: -0.0320951 hartree
correlation per particle: -0.87335 eV
correlation potential: -0.0395664 hartree
spline correlation per particle: -0.0320951 hartree
spline correlation potential: -0.0395664 hartree
every check passed
```
